# Choosing the Time Step in Linear Stochastic Surface Growth

A simulation of a growing film needs a time step Δ. If the growth law is linear with constant coefficients, Δ can be set equal to the interval between the surfaces one wants to record. Each Fourier coefficient \(c_{\mathbf k}\) of the height is advanced by

\[
c_{\mathbf k}(t+\Delta)=e^{-\lambda_k\Delta}\,c_{\mathbf k}(t)+s_k\,\xi_{\mathbf k},\qquad
s_k^2=\frac{D}{L^2\lambda_k}\left(1-e^{-2\lambda_k\Delta}\right),
\tag{1}
\]

where \(\lambda_k\) is the decay rate of the mode, \(D\) the noise strength, \(L\) the side of the periodic square and \(\xi_{\mathbf k}\) a fresh Gaussian number of unit variance. For \(\lambda_k=0\), \(s_k^2=2D\Delta/L^2\). Apart from rounding, the recorded surfaces have the joint probability law of the model on the chosen grid, for any sequence of steps. The step is then no longer an accuracy parameter. The grid spacing, the box and the growth law itself still are.

## The model behind the setting

Let \(h(\mathbf x,t)\) be the height measured from the mean thickness \(Gt\), with \(G\) the growth per cycle and \(t\) counted in deposition cycles. The growth law is

\[
\partial_t h=\nu\nabla^2h-K\nabla^4h+\eta,\qquad
\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,\delta^2(\mathbf x-\mathbf x')\,\delta(t-t').
\]

The coefficients \(\nu\), \(K\) and \(D\) are constant; \(\nu\) and \(K\) describe smoothing. On an \(n\times n\) grid of spacing \(a=L/n\), we write

\[
h_j=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf x_j},\qquad
c_{\mathbf k}=\frac1{n^2}\sum_jh_je^{-i\mathbf k\cdot\mathbf x_j},
\]

with components \(2\pi m/L\), \(-n/2\le m<n/2\). Acting on a plane wave, \(\nabla^2\) gives \(-k^2\) and \(\nabla^4\) gives \(k^4\), so the mode decays at the rate

\[
\lambda_k=\nu k^2+Kk^4 .
\]

The grid noise is independent at each point and has strength \(2D/a^2\), since a cell of area \(a^2\) replaces the delta function by \(1/a^2\). Its Fourier coefficients obey

\[
\langle\eta_{\mathbf k}(t)\eta^*_{\mathbf k'}(t')\rangle
=\frac1{n^4}\sum_j\frac{2D}{a^2}e^{-i(\mathbf k-\mathbf k')\cdot\mathbf x_j}\delta(t-t')
=\frac{2D}{L^2}\,\delta_{\mathbf k\mathbf k'}\,\delta(t-t').
\]

The sum over \(j\) is \(n^2\) for equal wave vectors and zero otherwise, and \(n^2a^2=L^2\). The partial differential equation has become a set of Ornstein–Uhlenbeck equations,

\[
dc_{\mathbf k}=-\lambda_kc_{\mathbf k}\,dt+\sqrt q\,dB_{\mathbf k},\qquad q=\frac{2D}{L^2},
\tag{2}
\]

where \(E[B_{\mathbf k}(t)B^*_{\mathbf k'}(t)]=t\,\delta_{\mathbf k\mathbf k'}\). Because \(h\) is real, \(c_{-\mathbf k}=c_{\mathbf k}^*\) and \(B_{-\mathbf k}=B_{\mathbf k}^*\); modes not linked in this way are independent.

## Why the step drops out

Multiply (2) by \(e^{\lambda u}\), omitting the mode label. The factor is deterministic, so the ordinary product rule holds:

\[
d\!\left(e^{\lambda u}c\right)=\lambda e^{\lambda u}c\,du+e^{\lambda u}dc=\sqrt q\,e^{\lambda u}dB(u).
\]

Integrating from \(t\) to \(t+\Delta\) and dividing by \(e^{\lambda(t+\Delta)}\) gives

\[
c(t+\Delta)=e^{-\lambda\Delta}c(t)+\sqrt q\int_t^{t+\Delta}e^{-\lambda(t+\Delta-u)}\,dB(u).
\tag{3}
\]

The integral is a limit of weighted sums of independent Gaussian increments. It is therefore Gaussian with zero mean, and independent of everything up to time \(t\). In the variance of such a sum the cross terms vanish and each squared increment contributes \(du\):

\[
s^2=q\int_0^{\Delta}e^{-2\lambda v}\,dv=\frac{q}{2\lambda}\left(1-e^{-2\lambda\Delta}\right),
\qquad v=t+\Delta-u .
\]

With \(q=2D/L^2\) this is (1). As \(\lambda\to0\) the integrand tends to one and \(s^2\to q\Delta\): the mean height performs a random walk.

Two successive steps \(\Delta_1,\Delta_2\) multiply the old coefficient by \(e^{-\lambda(\Delta_1+\Delta_2)}\) and add the variance

\[
e^{-2\lambda\Delta_2}s^2(\Delta_1)+s^2(\Delta_2)
=\frac q{2\lambda}\left[e^{-2\lambda\Delta_2}-e^{-2\lambda(\Delta_1+\Delta_2)}+1-e^{-2\lambda\Delta_2}\right]
=s^2(\Delta_1+\Delta_2).
\]

Since the noise in each step is independent of the past, the joint law at all recorded times is correct too. From a flat start, with \(\sigma_k^2(t)=E|c_{\mathbf k}(t)|^2\), equation (3) gives the two-time covariance \(E[c_{\mathbf k}(t')c_{\mathbf k}^*(t)]=e^{-\lambda_k(t'-t)}\sigma_k^2(t)\) for \(t'>t\).

The agreement is in law, not path by path. The same random seed with two step sizes gives two different surfaces from the same ensemble.

## Generating the noise

Draw one independent real normal number \(g_j\) of unit variance per grid point and set

\[
\xi_{\mathbf k}=\frac1n\sum_jg_je^{-i\mathbf k\cdot\mathbf x_j}.
\]

Then \(E[\xi_{\mathbf k}\xi^*_{\mathbf k'}]=n^{-2}\sum_je^{-i(\mathbf k-\mathbf k')\cdot\mathbf x_j}=\delta_{\mathbf k\mathbf k'}\), and real \(g_j\) ensure \(\xi_{-\mathbf k}=\xi_{\mathbf k}^*\). Modes that are their own conjugates, such as \(\mathbf k=0\) and some edge modes of an even grid, automatically receive real noise of unit variance.

The difference \(1-e^{-x}\), with \(x=2\lambda\Delta\), must be evaluated by a function designed for small \(x\). Plain subtraction in double precision at \(x=2\times10^{-13}\) has a relative error of \(3\times10^{-4}\), because nearly all digits cancel.

The complete update, transforms included, was tested against the small-step limit of the stochastic equation on \(5\times5\) and \(6\times6\) grids of 1 nm spacing, over 3 cycles, with the coefficients given below. The height covariances agreed to \(2.5\times10^{-8}\) of the largest element. Splitting the 3 cycles into steps of 0.01, 0.7 and 2.29 cycles changed the covariance only at rounding level.

## Roughness and its sampling error

Let \(w^2\) be the spatial variance of one surface about its own mean. Parseval's identity, \(n^{-2}\sum_jh_j^2=\sum_{\mathbf k}|c_{\mathbf k}|^2\), and removal of the mean give \(w^2=\sum_{\mathbf k\ne0}|c_{\mathbf k}|^2\). From a flat start, its expectation is

\[
W^2(t)=\sum_{\mathbf k\ne0}\sigma_k^2(t)
=\sum_{\mathbf k\neq0}\frac{D}{L^2\lambda_k}\left(1-e^{-2\lambda_kt}\right).
\tag{4}
\]

The variance at a fixed point also contains the wandering of the mean height, \(2Dt/L^2\).

A single surface scatters about this expectation. A conjugate pair contributes \(2|c_{\mathbf k}|^2\). Since \(|c_{\mathbf k}|^2\) is exponentially distributed with mean \(\sigma_k^2\) and variance \(\sigma_k^4\), the pair contributes \(4\sigma_k^4\), or \(2\sigma_k^4\) per mode. A self-conjugate mode is a real Gaussian, whose square also has variance \(2\sigma_k^4\). Hence

\[
\operatorname{Var}(w^2)=2\sum_{\mathbf k\neq0}\sigma_k^4 .
\]

This sets the number of surfaces needed; a smaller time step does not reduce it.

The growth of \(W\) has a simple intermediate regime. Differentiating (4) gives \(dW^2/dt=(2D/L^2)\sum_{\mathbf k\ne0}e^{-2\lambda_kt}\). Suppose the shortest waves have relaxed and the longest have not. The sum over all modes is then close to \(L^2\int d^2k/(2\pi)^2\), from which the term \(\mathbf k=0\), equal to one, is subtracted. For \(K=0\) the integral is \(1/(8\pi\nu t)\). To first order, \(K\) multiplies it by \(1-2Kt\langle k^4\rangle\). Under the weight \(e^{-2\nu k^2t}\), \(k^2\) is exponentially distributed with mean \(1/(2\nu t)\), so \(\langle k^4\rangle=2/(2\nu t)^2\) and

\[
\frac{dW^2}{dt}\simeq\frac{D}{4\pi\nu t}\left(1-\frac{K}{\nu^2t}\right)-\frac{2D}{L^2}.
\tag{5}
\]

The leading growth of \(W^2\) is logarithmic in time. It ends when the slowest mode relaxes and (4) saturates.

## What Euler steps do instead

Explicit Euler replaces (3) by \(c'=(1-\lambda\Delta)c+\sqrt{q\Delta}\,\xi\). Its stationary variance \(v\) satisfies \(v=(1-\lambda\Delta)^2v+q\Delta\), so

\[
v_{\rm exp}=\frac{q\Delta}{2\lambda\Delta-\lambda^2\Delta^2}
=\frac{D}{L^2\lambda}\,\frac1{1-\lambda\Delta/2},\qquad \lambda\Delta<2 .
\]

For larger steps \(|1-\lambda\Delta|>1\) and the mode grows without limit. Implicit Euler uses \((1+\lambda\Delta)c'=c+\sqrt{q\Delta}\,\xi\), so \(v[(1+\lambda\Delta)^2-1]=q\Delta\) and

\[
v_{\rm imp}=\frac{D}{L^2\lambda}\,\frac1{1+\lambda\Delta/2}.
\]

It is stable for every positive \(\lambda\Delta\), but too smooth. For relaxed modes with \(\lambda\Delta\ll1\), each mode loses about \(D\Delta/(2L^2)\). Summed over about \(n^2\) modes, the loss in \(W^2\) is \(D\Delta/(2a^2)\), which gives an estimate of the bias before a run:

\[
\frac{\delta W}{W}\approx-\frac{D\Delta}{4a^2W^2}.
\tag{6}
\]

## Noise strength for independent site filling

Suppose that in each cycle every site of area \(s_0\) is filled independently with probability \(p\) by a unit of volume \(\Omega\). An area \(A\) has \(A/s_0\) sites. The mean height gain is \(G=p\Omega/s_0\), and the binomial variance \(p(1-p)A/s_0\) of the number of units gives the area-averaged height the variance

\[
\frac{\Omega^2}{A^2}\,p(1-p)\frac A{s_0}=\frac{\Omega G(1-p)}A .
\]

White noise averaged over \(A\) for one cycle gives \(2D/A\). Therefore \(2D=\Omega G(1-p)\). The factor \(1-p\) arises because a site takes at most one unit per cycle: if every site were filled in every cycle, this source of noise would vanish. The formula assumes independent sites. When \(p<1\) comes from steric blocking in a self-limiting cycle, filled sites avoid each other and \(D\) can be much smaller.

## Worked example: a 30 nm oxide film

Take \(\Omega=0.03\) nm³, \(s_0=0.1\) nm² and \(p=1/3\). Then

\[
G=\frac{0.03}{3\times0.1}=0.1\ \text{nm/cycle},\qquad
D=\tfrac12(0.03)(0.1)\tfrac23=0.001\ \text{nm}^4/\text{cycle}.
\]

Direct random filling of 1 nm² patches for 20 cycles gave a height variance of 0.0401 nm², against \(2D\times20/(1\ \text{nm}^2)=0.0400\) nm².

The smoothing coefficients are chosen as \(\nu=0.02\) nm²/cycle and \(K=0.002\) nm⁴/cycle. The box is 64 nm wide with 1 nm spacing, and growth runs for 300 cycles from a flat start.

One mode shows the arithmetic. For \(m=(8,0)\), \(k=2\pi\times8/64=0.7854\) nm⁻¹ and

\[
\lambda=0.02(0.6169)+0.002(0.3805)=0.01310\ \text{cycle}^{-1}.
\]

A step of 27 cycles multiplies the coefficient by \(e^{-0.3537}=0.702\) and adds noise with

\[
s=\sqrt{\frac{0.001\,(1-0.702^2)}{4096\times0.01310}}=3.07\times10^{-3}\ \text{nm}.
\]

Surfaces were recorded at 3, 30 and 300 cycles, once with three steps in all and once with 39 steps of 1, 3 and 10 cycles. Each ensemble held 200 surfaces.

| Cycles | \(W\) from (4), nm | 3 steps, nm | 39 steps, nm |
|---:|---:|---:|---:|
| 3 | 0.0596 | 0.0596 | 0.0596 |
| 30 | 0.1016 | 0.1017 | 0.1017 |
| 300 | 0.1374 | 0.1374 | 0.1374 |

The standard error of the last ensemble value is 0.0003 nm. Between 30 and 300 cycles \(W^2\) rises by \(0.01888-0.01033=0.0085\) nm². Integrating (5) gives

\[
0.00398\left[\ln10-5\left(\tfrac1{30}-\tfrac1{300}\right)\right]-0.00013=0.0084\ \text{nm}^2,
\]

so the slow late roughening is the logarithmic regime.

The fastest mode has \(\lambda=1.174\) cycle⁻¹, which limits explicit Euler to \(\Delta<1.70\) cycles. With \(\Delta=1\) cycle it gives \(W=0.1395\) nm, 1.5% too high, although the variance of the fastest mode is too large by a factor 2.42. The total hides a poor short-wave spectrum. With \(\Delta=3\) cycles the result is about \(10^{37}\) nm.

Implicit Euler gives 0.1358, 0.1332, 0.1273 and 0.1181 nm for steps of 1, 3, 10 and 30 cycles; the last is 14% low. For one cycle, (6) predicts a bias of \(-1.3\%\), against \(-1.2\%\) found. At long steps (6) overestimates the loss, because \(\lambda\Delta\) is no longer small for many modes.

## What a correct time step does not repair

**Separate cycles.** The model spreads deposition evenly over time. Suppose instead that all material arrives at the start of a cycle and then smooths for one cycle. After \(M\) cycles from a flat start, the variance just after the last deposit is a geometric sum,

\[
q\sum_{j=0}^{M-1}e^{-2\lambda j}=q\,\frac{1-e^{-2\lambda M}}{1-e^{-2\lambda}},
\]

and after the following smoothing it is \(e^{-2\lambda}\) times this. Since \(e^{-x}<(1-e^{-x})/x<1\) for \(x=2\lambda>0\), the two values bracket the continuous result mode by mode. Here they give \(W=0.141\) and 0.134 nm, within 3% of 0.137 nm. If the distinction matters, use the smoothed variance in place of \(s_k^2\), with the decay factor \(e^{-\lambda M}\). With Gaussian deposits this advances the pulsed model by \(M\) cycles without step error.

**Grid spacing.** In the same box, a spacing of 0.125 nm raises \(W\) by 6%, to 0.146 nm. The extra waves have wavelengths below 2 nm, and the shortest are narrower than one site (about 0.3 nm), where a continuous height has no clear meaning. The change therefore measures sensitivity to the cutoff and does not by itself make the prediction better. For \(K=0\) the stationary sum behaves as \(\int dk/k\) at large \(k\) and grows logarithmically as the grid is refined; \(K>0\) makes it converge. A quoted roughness needs its lateral resolution.

**Box size.** At fixed spacing, a 256 nm box gives 0.1379 nm. The 64 nm box has the same rms height at a point, 0.1379 nm, once the 0.012 nm wandering of its mean is included. The larger box counts most of that wandering as roughness.

**Initial roughness.** By linearity, an independent starting profile adds \(\sum_{\mathbf k\ne0}S_ke^{-2\lambda_kt}\) to \(W^2\), where \(S_k\) is its initial mode variance. Take 0.2 nm rms about the mean of the box, with the nonzero modes distributed as for the correlation \(e^{-r^2/\ell^2}\) and \(\ell=10\) nm. After 300 cycles 0.161 nm survives, and the total is \(\sqrt{0.1374^2+0.1609^2}=0.212\) nm. This is 54% above the flat-start value and larger than the cycle, grid, box and slope effects at fixed \(D\).

**Slope-dependent growth.** A film growing at speed \(G\) along its local normal rises vertically at \(G\sqrt{1+|\nabla h|^2}\simeq G(1+\tfrac12|\nabla h|^2)\). On the 1 nm grid the final rms slope is 0.18. Averaged over the run, the linear model predicts 1.5% extra thickness. Simulations with the quadratic term also gave 1.5%, and raised \(W\) by \(1.0\pm0.2\%\) and \(1.3\pm0.3\%\) with steps of 1 and 0.5 cycles. The uncertainties are standard errors from eight surfaces, each compared with a linear surface driven by the same noise. The extra thickness depends on the lateral cutoff more strongly than \(W\) does: the mean squared slope sums \(k^2\sigma_k^2\), which behaves as \(\int dk/k\) at large \(k\) even for \(K>0\), so it keeps growing logarithmically as the grid is refined. The linear estimate of the extra thickness is 0.5% at 2 nm spacing, 3.5% at 0.5 nm and 8.6% at 0.125 nm, so the 1.5% belongs to the 1 nm grid only. With this term the modes are coupled, (1) is no longer the full transition, and the step must again be checked for convergence.

**The real process.** The growth per cycle is roughly that of thermal alumina deposition from trimethylaluminium and water. The smoothing coefficients are model choices, not measured properties, and (5) shows that the leading term in the late growth of \(W^2\) scales as \(D/\nu\). A flat-start roughness of 0.14 nm is less than the height \(\Omega/s_0=0.3\) nm of one unit, and it stays below that height on the 0.125 nm grid (0.146 nm). It describes a continuous, laterally smoothed height, not individual atomic steps. A real substrate breaks the flat-start assumption; the case above moves the result to 0.21 nm. Steric correlations between sites are omitted and can matter more than the substrate: for random filling with nearest-neighbour exclusion up to jamming on a square lattice (coverage 0.36), the long-wave variance is about a quarter of the binomial value, which at the same \(G\) roughly halves the flat-start \(W\). Delayed nucleation and crystallization are also omitted, and their effect is not estimated here.

## Guidance for the setting

- For constant linear coefficients, set the step to the recording interval. If the recipe changes abruptly, end a step at the change and continue with the new coefficients.
- Record more often if the quantity depends on what happens between samples, such as the greatest height reached. Equation (1) does not supply the intermediate path.
- If only implicit Euler is available, use (6) to estimate its bias for relaxed modes with \(\lambda\Delta\ll1\). For explicit Euler, the largest \(\lambda\) fixes the stability limit, and the short-wave spectrum needs a separate check.
- Spend the saved effort on more surfaces, on a justified lateral cutoff and on the measured substrate spectrum. In this example the substrate matters far more than the choice between three steps and 39.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
unit volume 0.03 nm^3, site area 0.1 nm^2
filled fraction per cycle 0.3333
growth per cycle G = 0.1000 nm
NU = 0.02 nm^2/cycle, K = 0.002 nm^4/cycle
D = 0.001000 nm^4/cycle
box 64 nm, grid 64 x 64, spacing 1.0 nm
final time 300 cycles, thickness 30.0 nm
covariance vs small-step limit, rel. error 2.5e-08
uneven partition vs one step, rel. error 6.2e-16
naive 1-exp(-x) at x = 2e-13: rel. error 3.1e-04
site-filling variance, 20 cycles, 1 nm^2: 0.04011 nm^2
  formula: 0.04000 nm^2
mode (8,0): k = 0.7854 1/nm, rate = 0.013098 1/cycle
  step 27 cycles: decay factor 0.70212
  noise rms s = 3.0742e-03 nm
slowest nonzero rate 1.930e-04 1/cycle
fastest rate 1.1741 1/cycle
explicit Euler stability limit 1.703 cycles
W in nm: time (cycles), formula, 3 large steps, 39 small steps
      3 0.05961 0.05958 0.05955
     30 0.10164 0.10171 0.10170
    300 0.13739 0.13738 0.13735
surfaces per ensemble 200
final W^2 = 0.018875 nm^2, single-surface spread 0.001225 nm^2
std. error of ensemble W at end 0.00032 nm
final rms of mean height 0.01210 nm
final point rms 0.13792 nm
final W in nm: step (cycles), exact OU, explicit, implicit Euler
     1 0.13739 0.1395 0.13575
     3 0.13739 7.865e+36 0.13318
    10 0.13739 1.897e+27 0.12729
    30 0.13739 5.467e+11 0.11813
fastest mode, step 1: variance / true, explicit 2.4215
  implicit 0.6301
Neglected effects at the final time:
separate cycles: W after smoothing 0.13403 nm
  W just after deposit 0.14125 nm
grid 0.125 nm instead of 1 nm: W = 0.14565 nm
box 256 nm instead of 64 nm: W = 0.13789 nm
substrate rms 0.2 nm, length 10 nm:
  surviving rms 0.16093 nm, total W 0.21160 nm
rms slope 0.1783
slope term, predicted extra thickness 1.535 %
  step 1.0: extra thickness 1.501 %
    change of W 1.02 +- 0.22 %
  step 0.5: extra thickness 1.504 %
    change of W 1.29 +- 0.28 %
```
